# Sandars–Beck effective operators for hyperfine interaction in a p shell

## 1. What symmetry fixes

The magnetic hyperfine interaction couples the nuclear moment to an electronic vector $\mathbf N$. This vector is Hermitian, odd under time reversal, and of dimension length$^{-3}$. In one p shell the independent vectors built from orbital and spin operators are
$$\mathbf l,\qquad \mathbf s,\qquad \mathbf D=3\hat{\mathbf r}(\mathbf s\cdot\hat{\mathbf r})-\mathbf s,\qquad \mathbf l\times\mathbf s .$$
There are four because a vector has four reduced elements between $j,j'=\tfrac12,\tfrac32$. The last is even under time reversal and drops out. Hence
$$\mathbf N_{\rm eff}=a_l\,\mathbf l+a_d\,\mathbf D+a_c\,\mathbf s, \tag{1}$$
with three coefficients of dimension length$^{-3}$. Relativity enters through their values and does not complicate the angular algebra.

## 2. The general map

Let $|ljm\rangle_{\rm D}$ be the Dirac orbitals of one shell, with one radial pair for each $j$, and $|(ls)jm\rangle$ the Pauli spinors. The correspondence between these two orthonormal sets is unitary. Applied to creation operators it preserves their anticommutators. It therefore carries determinants into determinants, and a sum of one-electron operators into the sum of their images. Excitations out of the shell and negative-energy states are left out.

The convention for reduced elements is
$$\langle jm|t^{(K)}_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&K&j'\\-m&q&m'\end{pmatrix}t_{jj'} .$$
Let $U^{(k\kappa)K}$ be the double tensor of orbital rank $k$ and spin rank $\kappa$ whose orbital and spin factors have unit reduced elements. With $[x]=2x+1$,
$$\langle j\|U^{(k\kappa)K}\|j'\rangle=\sqrt{[j][K][j']}\begin{Bmatrix}l&l&k\\s&s&\kappa\\j&j'&K\end{Bmatrix}.$$
We require $t_{jj'}=\sum_{k\kappa}P_{k\kappa}\langle j\|U^{(k\kappa)K}\|j'\rangle$. The numbers $\sqrt{[j][j'][k][\kappa]}\{9j\}$ are recoupling coefficients and form an orthogonal matrix. Multiplying by $\sqrt{[j][j']}\{9j\}$ and summing over $j,j'$ thus leaves $P_{k\kappa}\sqrt{[K]}/([k][\kappa])$, so
$$P_{k\kappa}=\frac{[k][\kappa]}{\sqrt{[K]}}\sum_{jj'}\sqrt{[j][j']}\begin{Bmatrix}l&l&k\\s&s&\kappa\\j&j'&K\end{Bmatrix}t_{jj'} .\tag{2}$$

For a Hermitian tensor with real reduced elements, $t_{j'j}=(-1)^{j-j'}t_{jj'}$. Exchanging the first two columns of the 9j symbol gives $(-1)^{1+j+j'+k+\kappa+K}$. The terms $jj'$ and $j'j$ then differ by $(-1)^{k+\kappa+K}$, since $2j+1$ is even. Coefficients with odd $k+\kappa+K$ vanish, including that of $\mathbf l\times\mathbf s$.

Rank zero is the simplest case. Since $\mathbf l\cdot\mathbf s=-1,\tfrac12$ for $j=\tfrac12,\tfrac32$, the orbital energies become
$$\varepsilon_j\to\varepsilon_0+\zeta\,\mathbf l\cdot\mathbf s,\qquad \zeta=\tfrac23(\varepsilon_{3/2}-\varepsilon_{1/2}).$$

## 3. Dirac elements of the dipole operator

In atomic units the electron has charge $-1$, and a point nuclear moment gives $\mathbf A=c^{-2}\boldsymbol\mu\times\mathbf r/r^3$. From $c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)$, with $\boldsymbol\alpha$ the Dirac matrices,
$$h=\frac1{c^2}\boldsymbol\mu\cdot\mathbf N,\qquad \mathbf N=c\,\frac{\mathbf r\times\boldsymbol\alpha}{r^3}.$$
From here on, $\kappa$ on an orbital is the Dirac quantum number: $1$ for $p_{1/2}$, $-2$ for $p_{3/2}$. Write
$$\psi=\frac1r\begin{pmatrix}P\chi_\kappa\\ iQ\chi_{-\kappa}\end{pmatrix},\qquad \sigma_r\chi_\kappa=-\chi_{-\kappa},\quad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}.$$
Let $P',Q'$ in products denote the functions of the second orbital. The element of $\mathbf N$ is
$$c\int\frac{dr}{r^2}\left[iPQ'\langle\chi_\kappa|\hat{\mathbf r}\times\boldsymbol\sigma|\chi_{-\kappa'}\rangle-iQP'\langle\chi_{-\kappa}|\hat{\mathbf r}\times\boldsymbol\sigma|\chi_{\kappa'}\rangle\right].$$
The product rule $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ gives
$$(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i\,\hat{\mathbf r}\times(\hat{\mathbf r}\times\boldsymbol\sigma)=i\mathbf G,\qquad \mathbf G=\hat{\mathbf r}\sigma_r-\boldsymbol\sigma,$$
and its adjoint is $\sigma_r(\hat{\mathbf r}\times\boldsymbol\sigma)=-i\mathbf G$. The prefactors are $i(-1)i=1$ and $(-i)(-1)(-i)=1$. Therefore
$$\langle\kappa|\mathbf N|\kappa'\rangle=cR_{\kappa\kappa'}\langle\chi_\kappa|\mathbf G|\chi_{\kappa'}\rangle,\qquad R_{\kappa\kappa'}=\int\frac{PQ'+QP'}{r^2}dr.\tag{3}$$

For the nonrelativistic limit use $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf l/r)$ and $\boldsymbol\sigma\cdot\mathbf l\,\chi_\kappa=-(\kappa+1)\chi_\kappa$. The lower Dirac equation becomes
$$\frac{dP}{dr}+\frac{\kappa P}{r}=\left(2c+\frac{\varepsilon-V}{c}\right)Q .$$
To leading order $Q=(dP/dr+\kappa P/r)/2c$, and both $j$ share one $P$. Thus
$$2cR_{\kappa\kappa'}\to\int\left[\frac1{r^2}\frac{dP^2}{dr}+(\kappa+\kappa')\frac{P^2}{r^3}\right]dr=(\kappa+\kappa'+2)\langle r^{-3}\rangle .$$
The 2 comes from integration by parts; the boundary term vanishes because $P\sim r^2$. This suggests the relativistic parameters
$$F_{jj'}=\frac{2cR_{\kappa\kappa'}}{\kappa+\kappa'+2},\qquad A=F_{\frac12\frac12},\quad B=F_{\frac32\frac32},\quad C=F_{\frac12\frac32},$$
which all tend to $\langle r^{-3}\rangle$.

## 4. Closed coefficients for the p shell

Inside one $j$, a vector $\mathbf V$ acts as $g\,\mathbf j$ with $g=\langle\mathbf V\cdot\mathbf j\rangle/j(j+1)$. For $\mathbf D$, the identity $\hat{\mathbf r}\cdot\mathbf l=0$ gives $\mathbf D\cdot\mathbf l=-\mathbf l\cdot\mathbf s$, and $(\mathbf s\cdot\hat{\mathbf r})^2=\tfrac14$ gives $\mathbf D\cdot\mathbf s=0$. Hence $\mathbf D\cdot\mathbf j=-\mathbf l\cdot\mathbf s$.

Between different $j$, measure every vector in units of the element of $\mathbf l$. Since $\mathbf j=\mathbf l+\mathbf s$ has no such element, $\mathbf s$ has value $-1$. Let $\mathbf D$ have value $d_0$. It is real, because both vectors are Hermitian and odd under time reversal.

To find $d_0$, take traces over the six states. The diagonal blocks carry weights $j(j+1)(2j+1)=\tfrac32,15$, and the off-diagonal blocks a common weight $w$. From $\mathrm{Tr}\,\mathbf s^2=\tfrac92=\tfrac19\cdot\tfrac32+\tfrac19\cdot15+w$ we get $w=\tfrac83$. Then $\mathrm{Tr}\,\mathbf D\cdot\mathbf s=-\tfrac23-\tfrac23-\tfrac83d_0=0$ gives $d_0=-\tfrac12$.

| block | $\mathbf l$ | $\mathbf D$ | $\mathbf s$ |
|---|---|---|---|
| $\frac12,\frac12$ | $4/3$ | $4/3$ | $-1/3$ |
| $\frac32,\frac32$ | $2/3$ | $-2/15$ | $1/3$ |
| $\frac12,\frac32$ | $1$ | $-1/2$ | $-1$ |

From the definition of $\mathbf D$, $\hat{\mathbf r}\sigma_r=\tfrac23(\mathbf D+\mathbf s)$, so $\mathbf G=\tfrac23(\mathbf D-2\mathbf s)$, with block values $\tfrac43,-\tfrac8{15},1$. Equation (3) multiplies these by $\tfrac12(\kappa+\kappa'+2)F=2A,-B,\tfrac12C$. The blocks of $\mathbf N$ are $\tfrac83A,\tfrac8{15}B,\tfrac12C$. Matching them to (1) and clearing fractions,
$$\begin{aligned}4a_l+4a_d-a_c&=8A &&(\mathrm i)\\10a_l-2a_d+5a_c&=8B &&(\mathrm{ii})\\2a_l-a_d-2a_c&=C &&(\mathrm{iii}).\end{aligned}$$
The combinations $\tfrac12(\mathrm i)+\tfrac12(\mathrm{ii})+(\mathrm{iii})$, $5(\mathrm i)-(\mathrm{ii})-5(\mathrm{iii})$ and $-(\mathrm i)+2(\mathrm{ii})-8(\mathrm{iii})$ isolate one unknown each:
$$a_l=\frac{4A+4B+C}{9},\quad a_d=\frac{40A-8B-5C}{27},\quad a_c=\frac{8(2B-A-C)}{27}.\tag{4}$$
For $A=B=C=\langle r^{-3}\rangle$ they give $\langle r^{-3}\rangle(\mathbf l+\mathbf D)$, the usual nonrelativistic operator. The term $a_c\mathbf s$ has the spin form of a contact interaction, although it arises here from p orbitals.

These results were tested against (2) and against four-component matrix elements obtained by angular quadrature.

## 5. A second rank: the quadrupole operator

For $Q_{ab}/r^3$ with $Q_{ab}=\hat r_a\hat r_b-\delta_{ab}/3$, the upper and lower angular elements agree, because $\sigma_r$ commutes with $Q_{ab}$ and $\sigma_r^2=1$. The $\tfrac12,\tfrac12$ block vanishes on angular integration, because its rank cannot exceed 1. Its radial integral, which diverges for a point nucleus, is never needed. Each other block is $S_{jj'}Q_{ab}$, where $S_{jj'}=\int(PP'+QQ')r^{-3}dr$. Two operators suffice:
$$a_qQ_{ab}+bX_{ab},\qquad X_{ab}=\tfrac12(l_as_b+l_bs_a)-\tfrac13\delta_{ab}\mathbf l\cdot\mathbf s.$$
In the state $j=m=\tfrac32$, $Q_{zz}=-\tfrac2{15}$ and $X_{zz}=\tfrac13$, so $X=-\tfrac52Q$ in that block. For the mixed block use
$$|\tfrac32\tfrac12\rangle=\sqrt{\tfrac23}|0{\uparrow}\rangle+\sqrt{\tfrac13}|1{\downarrow}\rangle,\quad |\tfrac12\tfrac12\rangle=\sqrt{\tfrac23}|1{\downarrow}\rangle-\sqrt{\tfrac13}|0{\uparrow}\rangle.$$
With $Q_{zz}=\tfrac4{15},-\tfrac2{15}$ for $m_l=0,1$, the elements are $Q_{zz}=-2\sqrt2/15$ and $X_{zz}=-\sqrt2/6$, so $X=\tfrac54Q$. Solving $S_{33}=a_q-\tfrac52b$ and $S_{13}=a_q+\tfrac54b$, where subscripts denote $2j,2j'$, gives
$$a_q=\frac{S_{33}+2S_{13}}3,\qquad b=-\frac4{15}(S_{33}-S_{13}).$$
The spin-dependent term $b$ vanishes when the two radial integrals agree.

## 6. The half-filled shell

In a pure $^4S_{3/2}$ state $L=0$, so operators of orbital rank one or two have no expectation value. Both quadrupole terms vanish, and $\mathbf N=a_c\mathbf S=a_c\mathbf J$. In this single-configuration model the nonrelativistic dipole constant is zero, so a small coefficient sets the leading value. Spin-orbit mixing with $^2P$ and $^2D$ can compete and must be included.

**Term gaps.** Let $(E_{ab})_{ij}=\delta_{ia}\delta_{jb}$ act on the Cartesian p orbitals. The angular average of four unit vectors gives $Q_{ab}=(E_{ab}+E_{ba})/5-2\delta_{ab}/15$. For two electrons the angular factor multiplying the Slater integral $F^2$ is
$$\tfrac32\sum_{ab}Q_{ab}Q'_{ab}=\tfrac3{25}(\Pi+\mathcal E)-\tfrac2{25},$$
where $\mathcal E$ exchanges the orbitals and $\Pi$ is three times the projector on $L=0$. Its values for $^1S,{}^3P,{}^1D$ are $\tfrac{10}{25},-\tfrac5{25},\tfrac1{25}$. On these pair states it equals
$$-\tfrac15-\tfrac3{25}\mathbf l_1\cdot\mathbf l_2-\tfrac{12}{25}\mathbf s_1\cdot\mathbf s_2 .$$
Summing over three pairs gives $-0.6F^2,-0.24F^2,0$ for $^4S,{}^2D,{}^2P$. The gaps above $^4S$ are $\Delta_D=0.36F^2$ and $\Delta_P=0.6F^2$.

**Spin-orbit elements.** Let $\Lambda=\sum_i\mathbf l_i\cdot\mathbf s_i$. In jj coupling, $(\tfrac12)^2(\tfrac32)$, $(\tfrac12)(\tfrac32)^2$ and $(\tfrac32)^3$ have $\Lambda=-\tfrac32,0,\tfrac32$. The single $J=\tfrac12$ and $J=\tfrac52$ levels both have $\Lambda=0$. They are $^2P_{1/2}$ and $^2D_{5/2}$, so $\Lambda$ has no diagonal part in either term. It has none in $^4S$ either, and its orbital rank 1 forbids $^4S$–$^2D$.

Acting on $|1{\uparrow}0{\uparrow}{-1}{\uparrow}\rangle$, $\Lambda$ creates two orthogonal determinants, each with amplitude of magnitude $1/\sqrt2$. The $^4S$–$^2P$ element is therefore 1 with a suitable phase. The $J=\tfrac32$ eigenvalues $0,\pm\tfrac32$ fix the $^2P$–$^2D$ element $v$ through $1+v^2=\tfrac94$, so $v=\sqrt5/2$.

**Dipole elements.** Take $\mathbf n=\mathbf l+\mathbf D$ summed over electrons, and quote factors multiplying $\mathbf J$. The level $^2P_{1/2}$ is one $p_{1/2}$ electron beside a $(\tfrac32)^2$ pair of zero angular momentum. Its factor is $\tfrac83$, as for a single p electron. Since $\mathbf l$ gives $\tfrac43$ in both cases, so does $\mathbf D$. The whole term $^2P$ then follows the one-electron pattern, and $^2P_{3/2}$ has factor $\tfrac8{15}$.

Let $g_D$ be the $^2D_{3/2}$ factor and $d$ the $^4S$–$^2D$ element. The $\Lambda=\pm\tfrac32$ eigenvectors in the order $^4S,{}^2P,{}^2D$ are
$$\frac{\sqrt2}{3}\left(1,\pm\tfrac32,\tfrac{\sqrt5}2\right).$$
Both levels have factor $\tfrac8{15}$, as only $p_{3/2}$ electrons contribute. Terms odd in the $^2P$ amplitude must cancel. The $^4S$–$^2P$ element vanishes by rank, hence so does $^2P$–$^2D$. What remains is
$$\tfrac4{15}+\tfrac5{18}g_D+\tfrac{2\sqrt5}9d=\tfrac8{15}.$$
The $\Lambda=0$ eigenvector is $\tfrac23(\sqrt5/2,0,-1)$. This level couples $p_{1/2}$ to a pair with $J_2=2$, whose projections on $\mathbf J$ are $-\tfrac15$ and $\tfrac65$:
$$\tfrac49g_D-\tfrac{4\sqrt5}9d=-\tfrac15\cdot\tfrac83+\tfrac65\cdot\tfrac8{15}=\tfrac8{75}.$$
The solution is $g_D=\tfrac{16}{25}$, $d=2/(5\sqrt5)$.

**Perturbed level.** The admixed amplitudes are $-\zeta/\Delta_P$ for $^2P$ and $v\zeta^2/(\Delta_D\Delta_P)$ for $^2D$. The first-order change vanishes with the $^4S$–$^2P$ dipole element. To second order the factor changes by
$$\langle r^{-3}\rangle\left[\frac8{15}\frac{\zeta^2}{\Delta_P^2}+\frac{2dv\,\zeta^2}{\Delta_D\Delta_P}\right]=\left(\frac{40}{27}+\frac{50}{27}\right)\frac{\zeta^2}{(F^2)^2}\langle r^{-3}\rangle .$$
Thus, for $\zeta\ll F^2$ and weak relativity,
$$g_N\simeq a_c+\frac{10}3\left(\frac\zeta{F^2}\right)^2\langle r^{-3}\rangle.\tag{5}$$

## 7. Worked example

Take hydrogenic Dirac 2p orbitals with $Z=10$, three electrons in the shell, and $\boldsymbol\mu=g_I\mu_N\mathbf I$ with $g_I=1$, $I=\tfrac12$. The repulsion uses the nonrelativistic $F^2$. In Å$^{-3}$, $A=284.1377$, $B=281.6180$ and $C=282.0255$, whereas $\langle r^{-3}\rangle=281.1806$. Equation (4) gives
$$a_c=\frac8{27}(563.2360-284.1377-282.0255)=-0.8673\ \text{Å}^{-3},$$
about $-0.31\%$ of $\langle r^{-3}\rangle$. Near $Z=1$ the ratio is $-0.574(Z\alpha)^2$, with $\alpha=1/c$.

The orbital splitting gives $\zeta=\tfrac23(0.45434)=0.3029$ eV, and $F^2=23.916$ eV. The mixing term in (5) is
$$\frac{10}3\left(\frac{0.3029}{23.916}\right)^2(281.18)=0.150\ \text{Å}^{-3}.$$
The estimate is $-0.717$ Å$^{-3}$; diagonalization in all 20 determinants gives $-0.7152$ Å$^{-3}$. The $^2P$ weight is a mere $4.5\times10^{-4}$, yet mixing removes about 18% of the pure-$^4S$ value. The scale $\langle r^{-3}\rangle$ of the mixing term is some 300 times larger than $|a_c|$. By the two terms summed before (5), the $^2P$ weight supplies four ninths of the mixing term; the other five ninths come from interference between $^4S$ and the $^2D$ admixture, which is linear in the small $^2D$ amplitude.

With $\mu_N=1/(2m_p)$, where $m_p$ is the proton mass in electron masses, $h=A_{\rm hf}\mathbf I\cdot\mathbf J$ and $A_{\rm hf}=g_Ig_N/(2m_pc^2)$. The conversion factor is $5.847\times10^{-8}$ eV Å$^3$, so
$$A_{\rm hf}=-4.18\times10^{-8}\ \text{eV}=-10.1\ \text{MHz},$$
against $-5.07\times10^{-8}$ eV without mixing. The negative sign puts total angular momentum 2 below 1. Diagonalization with an explicit nuclear spin gives the same constant; further values are in the numerical output.

For these orbitals, at leading order, $\zeta\propto Z^4$, $F^2\propto Z$ and $\langle r^{-3}\rangle\propto Z^3$. The mixing term grows as $Z^9$ and $a_c$ as $Z^5$. Scaling their ratio, $0.150/0.867$, by $Z^4$ predicts cancellation between $Z=15$ and $Z=16$. This is an extrapolation of (5) with the nonrelativistic repulsion, not a separate diagonalization.

The model omits screening, core polarization, the Breit interaction between electrons, nuclear size and recoil. It also omits the dependence of the Coulomb repulsion integrals on $j$. That dependence is of order $\alpha^2Z^3$, only a factor of order $1/Z$ below $\zeta\propto\alpha^2Z^4$, and it acts against the mixing. With the $j$-dependent Dirac Coulomb integrals the mixing term at $Z=10$ falls from about $0.15$ to about $0.10$ Å$^{-3}$. Then $g_N\approx-0.77$ Å$^{-3}$, mixing removes about 11% rather than 18%, and the cancellation moves to between $Z=16$ and $Z=17$. The spin-spin part of the Breit interaction couples $^4S$ to $^2D$ directly. Through $d$ it adds about $+0.035(Z\alpha)^2\langle r^{-3}\rangle$ to $g_N$. This term grows as $Z^5$ like $a_c$, is about 6% of $|a_c|$, and at $Z=10$ equals a third of the mixing term, so (5) is not complete at its leading order. Core polarization can add its own contact term, so the result is no prediction for a measured atom. The operator map remains valid for other radial functions under the assumptions of section 2; the numerical balance in (5) depends on the orbitals and on the term gaps.

## Calculated quantities

```
nuclear charge Z = 10, nuclear g factor = 1
(Z alpha)^2 = 5.325135e-03
energy 2p1/2 = -340.70995 eV
energy 2p3/2 = -340.25561 eV
zeta = 0.302892 eV
Slater F2 integral = 23.91626 eV
nonrelativistic <r^-3> = 281.180605 A^-3
A (1/2,1/2) = 284.137678 A^-3
B (3/2,3/2) = 281.617983 A^-3
C (1/2,3/2) = 282.025450 A^-3
a_l = 282.783122 A^-3
a_d = 285.275408 A^-3
a_c = -0.867308 A^-3
a_c / <r^-3> = -3.084521e-03
coefficients of (Z alpha)^2 relative to <r^-3>, from Z = 1:
  A: 1.9585  B: 0.2917  C: 0.5625
  a_c: -0.5741
largest dipole matrix mismatch = 7.7e-13 A^-3
S_33 = 281.993521 A^-3
S_13 = 282.968802 A^-3
a_q = 282.643708 A^-3
b = 0.260075 A^-3
largest quadrupole matrix mismatch = 3.1e-13 A^-3
double-tensor coefficients P(k,kappa;K):
  P(1, 0, 1) = 979.58947 A^-3
  P(0, 1, 1) = -1.83984 A^-3
  P(2, 1, 1) = 1210.32105 A^-3
  P(1, 1, 1) = 0.00000 A^-3
  P(2, 0, 2) = -437.86975 A^-3
  P(1, 1, 2) = 0.95558 A^-3
  P(2, 1, 2) = 0.00000 A^-3
p3 gap 4S-2D = 8.60985 eV
p3 gap 4S-2P = 14.34975 eV
l.s element 4S-2P = 1.000000, 2P-2D = 1.118034
dipole factor 2P3/2 = 0.533333, 2D3/2 = 0.640000
dipole element 4S-2D = 0.178885
dipole factor in the jj limit = 0.533331
second-order coefficient = 3.33554 (full zeta)
second-order coefficient = 3.33389 (half zeta)
weight of 2P in ground level = 4.4577e-04
weight of 2D in ground level = 6.8859e-07
part from l = 0.084271 A^-3
part from D = 0.067609 A^-3
part from s = -0.867049 A^-3
sum of parts = -0.715169 A^-3
a_c plus second-order law = -0.716975 A^-3
energy per unit factor = 5.847173e-08 eV A^3
hyperfine constant, pure 4S = -5.07130e-08 eV
hyperfine constant, second-order law = -4.19227e-08 eV
hyperfine constant, with mixing = -4.18172e-08 eV
same, from nuclear-spin levels = -4.18172e-08 eV
hyperfine constant, with mixing = -10.1113 MHz
```
